# Finite-size corrections of charged-defect levels and total energies

Take a point defect of charge $+1$ in a cubic supercell of side 1.3 nm, in a host whose static dielectric constant is 10. If the formation energy is corrected for the periodic images but the defect's Kohn-Sham level is left as the supercell gives it, the level stays about 0.3 eV too high. For charge $-1$ it is too low by the same amount. The level of charge $-1$ minus that of charge $+1$ then comes out more than 0.6 eV too small, with no physical cause. The missing level correction needs no new calculation, because it follows from the total-energy correction already made.

Let $q$ be the defect charge in units of $+e$, so that adding an electron lowers $q$ by one. Corrections are defined as isolated value minus periodic value, and are therefore to be added to the supercell result. Rydberg atomic units are used, with $e^2=2$, $\hbar^2/2m=1$ and lengths in bohr. The dielectric constant is $\varepsilon$, the Kohn-Sham level is $\lambda$, and the cell average of the electrostatic potential is set to zero. To leading order in $1/L$, and for $q\neq0$, the result is

$$
E_{\rm corr}=\frac{\alpha q^2}{\varepsilon L},\qquad
\lambda_{\rm corr}=-\frac{2\alpha q}{\varepsilon L}=-\frac{2E_{\rm corr}}{q},
$$

where $\alpha$ is the Madelung constant of the cubic cell. The defect charge and the orbital must be localized well inside the cell, the host must respond linearly, and both quantities must belong to the same charge state and the same ionic response.

The first ingredient is the potential that the artificial periodicity creates at the defect. A charged cell repeated without end has no finite energy, so a uniform background of density $-q/L^3$ is added. For a unit point charge, with $e^2$ factored out, the periodic potential obeys

$$
\nabla^2 v_{\rm per}=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].
$$

The isolated charge has the potential $1/r$. The difference $v_{\rm im}=v_{\rm per}-1/r$ comes from the images and the background. Near the origin the delta functions cancel, leaving $\nabla^2v_{\rm im}=4\pi/L^3$. Cubic symmetry forbids linear terms and allows only an isotropic quadratic term $cr^2$. Since $\nabla^2r^2=6$, we have $c=2\pi/(3L^3)$. The constant term must scale as $1/L$, because $L$ is the only length in the problem. Hence

$$
v_{\rm im}(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\dots,
$$

where the omitted terms satisfy Laplace's equation and begin at order $r^4/L^5$.

The number $\alpha$ follows from an Ewald sum. For $L=1$, write each point charge as a Gaussian $(\eta/\sqrt\pi)^3e^{-\eta^2r^2}$ plus a remainder. The Gaussians with their background are summed over reciprocal vectors. Each remainder has the short-ranged potential $\operatorname{erfc}(\eta r)/r$, whose average over the unit cell, $4\pi\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\pi/\eta^2$, must be subtracted. At the origin, removing $1/r$ from the central term leaves $-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi$. Therefore

$$
-\alpha=\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}
+\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\eta R)}{R}
-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.
$$

The result, $\alpha=2.8373$, does not depend on $\eta$. Its sign means that a positive defect sits in a negative extra potential: the nearby negative background outweighs the positive images.

Now place the charge in the host. In a linear medium the long-range coupling $e^2=2$ becomes $2/\varepsilon$. Build up the defect charge in every cell together, as $sq$ with $s$ running from 0 to 1. At stage $s$ the extra potential at the defect is $(2/\varepsilon)sq(-\alpha/L)$, and the next portion of charge is $q\,ds$. The background needs no separate work, since the average potential is zero. The extra energy per cell is

$$
E_{\rm per}-E_{\rm iso}=\int_0^1\frac{2}{\varepsilon}\,sq\Big(-\frac{\alpha}{L}\Big)q\,ds
=-\frac{\alpha q^2}{\varepsilon L}.
$$

The integral $\int_0^1 s\,ds=\tfrac12$ has cancelled the 2 of $e^2$. Because the work is done with the medium following the charge, the energy stored in its polarization is included. Reversing the sign gives $E_{\rm corr}=\alpha q^2/(\varepsilon L)$.

An electron in the defect orbital has charge $-1$ and feels the potential of the full defect charge, not of a charge being built up. The Kohn-Sham potential contains the Hartree potential of the polarized host electrons, so the long-range field it sees is also screened. To leading order the extra potential is constant over the orbital. It leaves the orbital's shape alone and shifts its level by

$$
\lambda_{\rm per}-\lambda_{\rm iso}=(-1)\frac{2}{\varepsilon}\,q\Big(-\frac{\alpha}{L}\Big)=+\frac{2\alpha q}{\varepsilon L}.
$$

The correction is the negative of this. Dividing it by $E_{\rm corr}$ gives $\lambda_{\rm corr}/E_{\rm corr}=-2/q$, as claimed. The factor two is the difference between the energy of assembling a charge and the energy of one more small portion in the final potential. The minus sign is that of the electron's charge.

The same result follows from the derivative of the total energy, which also shows what happens when orbitals and ions relax. Write the Kohn-Sham energy as $E=\sum_jf_j\langle\psi_j|-\nabla^2|\psi_j\rangle+F[n]$, with occupations $f_j$ and $n=\sum_jf_j|\psi_j|^2$. The Kohn-Sham operator is $h=-\nabla^2+\delta F/\delta n$. Differentiating with respect to the occupation of orbital $i$ gives

$$
\frac{dE}{df_i}=\langle\psi_i|h|\psi_i\rangle
+\sum_jf_j\Big(\Big\langle\frac{\partial\psi_j}{\partial f_i}\Big|h\Big|\psi_j\Big\rangle+{\rm c.c.}\Big)
+\sum_A\frac{\partial E}{\partial\mathbf R_A}\cdot\frac{d\mathbf R_A}{df_i}.
$$

In the second term $h\psi_j=\lambda_j\psi_j$, so the bracket equals $\lambda_j\,\partial\langle\psi_j|\psi_j\rangle/\partial f_i$, which vanishes because the orbitals stay normalized. The third term vanishes if the ions are relaxed, since the forces are zero, or if they are held fixed. What remains is Janak's theorem, $dE/df_i=\lambda_i$. In a charged cell the background also changes with $f_i$, but it couples to the average electrostatic potential, which is zero.

Adding an electron to the defect orbital gives $dq=-df$. Janak's theorem holds for the isolated and for the periodic defect, so it holds for their difference:

$$
\lambda_{\rm corr}=\frac{dE_{\rm corr}}{df}=-\frac{dE_{\rm corr}}{dq}
=-\frac{d}{dq}\frac{\alpha q^2}{\varepsilon L}=-\frac{2\alpha q}{\varepsilon L}.
$$

Here the factor two is the exponent of $q$. The relation therefore rests on the energy correction being quadratic in $q$, and any contribution with another dependence on charge breaks it. A potential alignment that does not change with the charge is such a contribution. If the electron potential energy in the defect cell lies higher by a constant $C$ than in the bulk reference, the level is too high by $C$ and the energy of the defect charge is too high by $-qC$. The corrections are $-C$ and $+qC$, with ratio $-1/q$. An alignment term with $C$ independent of $q$ must therefore be kept out of $E_{\rm corr}$ before the factor two is applied. If $C$ changes with the charge, the derivative of $qC$ gives the level correction $-C-q\,dC/dq$, and for $C$ proportional to $q$ the ratio is again $-2/q$.

The derivative form also settles the neutral state, where the quotient reads $0/0$. If the ions are relaxed for the neutral state, $\lambda_{\rm corr}=-dE_{\rm corr}/dq$ is zero at $q=0$ to order $1/L$; a smaller term of order $1/L^3$ can remain. Transition energies are consistent too. With the same $\varepsilon$ for both charge states, the correction to $E(q-1)-E(q)$ is

$$
\frac{\alpha}{\varepsilon L}\big[(q-1)^2-q^2\big]=-\frac{\alpha(2q-1)}{\varepsilon L}
=\frac12\big[\lambda_{\rm corr}(q)+\lambda_{\rm corr}(q-1)\big],
$$

the mean of the level corrections before and after the electron is added.

How fast the ratio approaches $-2/q$ is decided by the quadratic term of $v_{\rm im}$. Let the defect charge density $\rho$ be spherical, with $\int\rho=q$ and second moment $Q=\int\rho r^2$. The host is still treated as a uniform dielectric. Its extra energy is

$$
E_{\rm per}-E_{\rm iso}=\frac1\varepsilon\iint\rho(\mathbf r)\rho(\mathbf r')\,v_{\rm im}(\mathbf r-\mathbf r').
$$

Expanding $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$, the first two terms each give $qQ$ and the last vanishes because there is no dipole. Thus

$$
E_{\rm corr}=\frac{\alpha q^2}{\varepsilon L}-\frac{4\pi qQ}{3\varepsilon L^3}.
$$

The omitted harmonic terms do not contribute for a spherical charge, since a harmonic function averaged over a sphere equals its value at the centre, which is zero here. The density distorts at order $L^{-3}$, but the energy is stationary with respect to it, so the energy changes only at order $L^{-6}$. We may use the $Q$ of the isolated defect. Differentiating,

$$
\lambda_{\rm corr}=-\frac{2\alpha q}{\varepsilon L}+\frac{4\pi}{3\varepsilon L^3}\Big(Q+q\frac{dQ}{dq}\Big),
$$

and adding $2E_{\rm corr}/q$ cancels the leading terms:

$$
\lambda_{\rm corr}+\frac{2E_{\rm corr}}{q}=\frac{4\pi}{3\varepsilon L^3}\Big(q\frac{dQ}{dq}-Q\Big).
$$

The right side vanishes if $Q$ is proportional to $q$, that is, if the charge grows without changing shape. Otherwise the ratio departs from $-2/q$ by a relative amount of order $L^{-2}$. The derivative $dQ/dq$ includes the change of the orbital's size with its occupation.

These statements were tested on a small self-consistent model. Two electrons occupy one orbital in a Gaussian well 8 Ry deep and 1.2 bohr wide, around a Gaussian core of charge 0, 1, 3 or 4, so that $q=-2,-1,+1,+2$. They interact through the Hartree potential and local exchange, with all Coulomb couplings divided by $\varepsilon=4$. The defect was solved in periodic cells of 12, 16 and 20 bohr and, by a separate radial method, in isolation. For $q=+1$ the product $q\lambda_{\rm corr}/E_{\rm corr}$ is $-2.056$, $-2.031$ and $-2.020$ in the three cells. At $L=20$ the isolated defect has $Q=6.483$ and $dQ/dq=1.348$ bohr², so the last formula gives

$$
\frac{4\pi}{3\times4\times20^3}(1.348-6.483)=-6.7\times10^{-4}\ {\rm Ry}.
$$

The computed corrections give $-0.06991+2\times0.03462=-6.7\times10^{-4}$ Ry. For $q=-2$ there is no core, the charge is that of the orbital alone, and $Q$ is nearly proportional to $q$; the product is already $-1.999$ at 12 bohr. Over all twelve cases the two formulas with their $L^{-3}$ terms miss the computed corrections by at most $1\times10^{-6}$ Ry for the energy and $2\times10^{-6}$ Ry for the level. Janak's theorem was tested at $q=+1$, $L=12$ bohr: the numerical derivative of the energy and the level agree to about $10^{-6}$ Ry.

In that model $\varepsilon$ was put in by hand. In a crystal one must ask which dielectric constant applies. If the ions relax around the defect in charge state $q$, both electrons and ions screen, and $\varepsilon=\varepsilon_0$, the static constant. In a vertical transition the ions keep the positions they took for an earlier charge $q_0$. The field of $q_0$ is then screened by $\varepsilon_0$, but that of the added charge $q-q_0$ only by the electrons, through $\varepsilon_\infty$. In a linear medium the two parts add:

$$
\lambda_{\rm corr}=-\frac{2\alpha}{L}\Big[\frac{q_0}{\varepsilon_0}+\frac{q-q_0}{\varepsilon_\infty}\Big].
$$

Integrating $dE_{\rm corr}/dq=-\lambda_{\rm corr}$ from $q_0$, where $E_{\rm corr}=\alpha q_0^2/(\varepsilon_0L)$, gives

$$
E_{\rm corr}=\frac{2\alpha}{L}\Big[\frac{q_0^2}{2\varepsilon_0}+\frac{q_0(q-q_0)}{\varepsilon_0}+\frac{(q-q_0)^2}{2\varepsilon_\infty}\Big].
$$

For $q=q_0$ the simple relation returns with $\varepsilon_0$, and for $q_0=0$ with $\varepsilon_\infty$. In the general case $E_{\rm corr}$ is no longer proportional to $q^2$, and the quotient $-2E_{\rm corr}/q$ is wrong. The clearest case is a neutral state with the ions of the $+1$ state. Its quotient diverges, while the true level correction is finite, $(2\alpha/L)(1/\varepsilon_\infty-1/\varepsilon_0)$. The frozen ionic polarization acts as a negative charge and has images of its own.

The formula for the level was tested on a microscopic dielectric, a cubic lattice of polarizable Gaussian dipoles with one rigid Gaussian charge per supercell. Its bulk constants are 9.80 with all dipoles free and 4.07 with the ionic part clamped. The $1/L$ slope of the potential at the charge, divided by $-\alpha$, should be $1/\varepsilon_0=0.1021$ for relaxed ions, $1/\varepsilon_\infty=0.2458$ for clamped ions, and $1/\varepsilon_0-1/\varepsilon_\infty=-0.1437$ for the neutral state with frozen ions. Cells of 8 to 20 lattice spacings give 0.1022, 0.2458 and $-0.1436$.

Smaller cells tell a different story. The same four-term series in $1/L$, fitted to cells of 3 to 6 spacings, gives 0.1287 for relaxed ions, 26 percent above the bulk value. These cells are too small for the series: screening at wavelengths near the lattice spacing is not described by one constant. In a cell of 5 spacings the image potential is 13 percent weaker than the $1/L$ law, in one of 10 spacings 3 percent, and in one of 20 less than 1 percent. A good-looking extrapolation from small cells can thus have the wrong slope. The ratio itself does not suffer in this model, where the electron is given the same density profile as the defect charge. The charge is rigid and the medium linear, so the energy is half of charge times potential whatever the cell size, and both corrections depart from the $1/L$ law by the same fraction.

For a worked case take $L=1.3$ nm, $\varepsilon_0=10$ and $\varepsilon_\infty=6.5$. These are rough values in the regime of a cubic silicon carbide cell of 216 atoms. With $L=24.57$ bohr and $q=+1$,

$$
E_{\rm corr}=\frac{2.8373}{10\times24.57}=0.01155\ {\rm Ry}=0.157\ {\rm eV},\qquad
\lambda_{\rm corr}=-2\times0.157=-0.314\ {\rm eV}.
$$

For $q=-1$ the energy correction is the same and the level correction is $+0.314$ eV. For $q=+2$ the energy correction is four times as large, 0.629 eV, but the level correction only doubles, to $-0.629$ eV. If the ions are clamped at their neutral positions, both corrections for $q=+1$ grow by $10/6.5$, to 0.242 and $-0.484$ eV. For the neutral state with the ions of the $+1$ state, the level correction is $+0.169$ eV. The choice of dielectric constant matters: for $q=+1$ with relaxed ions, using $\varepsilon_\infty$ in place of $\varepsilon_0$ would make both corrections 54 percent too large.

A real defect in silicon carbide departs from the model in several ways, whose sizes can be estimated for $q=+1$ with relaxed ions. If the defect charge has an rms radius of 0.25 nm, its finite extent lowers $E_{\rm corr}$ by about 9 meV. If the orbital has a different rms radius, 0.20 nm, and keeps its shape, the relation between the two corrections is off by about 3 meV. Short-wavelength screening may matter more. The 216 atoms form 108 pairs, and with one dipole per pair the cell measures $108^{1/3}\approx4.8$ spacings. The 13 percent found for 5 spacings would then mean about 20 meV in the energy and 40 meV in the level. This is only a rough indication. The dipole lattice is not silicon carbide, where the effect may be smaller or even of opposite sign, and the estimate partly counts the finite extent again.

The largest of these estimates concerns localization. For a level 1 eV below the band edge, with an effective mass of 0.4, the orbital outside the core, if the Coulomb tail of the defect is ignored, falls off as $e^{-\kappa r}/r$ with $\kappa=\sqrt{0.4\times1/13.6}=0.17$ bohr$^{-1}$, so that $\kappa L\approx4.2$. Neighbouring orbitals overlap, and an effective-mass calculation with a Gaussian well of width 0.11 nm and no Coulomb interaction puts the periodic level at zero wavevector about 90 meV below the isolated one. That is about 30 percent of the electrostatic level correction, and $-2E_{\rm corr}/q$ knows nothing of it. The figure is rough: a well of width 0.05 nm gives about 70 meV, and one of 0.16 nm about 130 meV. It is more likely too small than too large for a positive defect in silicon carbide. The attraction of the positive charge, left out here, spreads the orbital, and so does an electron mass that is much lighter in some directions than in others. In a tight-binding band with hopping $t$ between neighbours, the level varies as $2t(\cos k_xL+\cos k_yL+\cos k_zL)$, which averages to zero over the Brillouin zone. When the defect band is this simple, averaging the level over wavevectors removes most of the error. For a shallow level whose orbital fills the cell, the premise of a localized orbital fails and the relation should not be used.

The corrected level is still a Kohn-Sham level, measured from the average electrostatic potential. To place it in the gap, take the band edges from a bulk cell and align the potentials. If they are compared far from the defect, first subtract the screened potential of the periodic point charge and its background. That potential is itself of order $1/L$. Leaving it in would add an error of about 3 percent of the level correction midway between neighbouring defects and 28 percent at the cell corner. For a spherical charge in a uniform dielectric the constant that remains is $C=-4\pi Q/(3\varepsilon L^3)$. Its $qC$ is the $L^{-3}$ term of $E_{\rm corr}$ and must not be counted twice. For the level, $-C$ supplies the part in $Q$ but not the part in $q\,dQ/dq$. The correction removes the leading electrostatic effect of the supercell, and leaves untouched the overlap of neighbouring orbitals and any error of the functional in the gap or in the level.

The numerical output below lists the corrections for every charge and cell size.

## Computed results

```
Madelung constant alpha = 2.837297
Model: eps = 4.0, well depth = 8.0 Ry, well width = 1.2 bohr
Model: core width = 1.0 bohr, electrons = 2
q=-2: isolated level = -3.06515 Ry, Q = -2.6742 bohr^2, dQ/dq = 1.4379 bohr^2
  L=12 bohr: E_corr = 0.23320 Ry, level_corr = 0.23308 Ry, q*level_corr/E_corr = -1.9990
  L=16 bohr: E_corr = 0.17596 Ry, level_corr = 0.17591 Ry, q*level_corr/E_corr = -1.9994
  L=20 bohr: E_corr = 0.14116 Ry, level_corr = 0.14114 Ry, q*level_corr/E_corr = -1.9996
q=-1: isolated level = -3.39493 Ry, Q = 0.3814 bohr^2, dQ/dq = 1.4058 bohr^2
  L=12 bohr: E_corr = 0.05934 Ry, level_corr = 0.11760 Ry, q*level_corr/E_corr = -1.9818
  L=16 bohr: E_corr = 0.04443 Ry, level_corr = 0.08840 Ry, q*level_corr/E_corr = -1.9897
  L=20 bohr: E_corr = 0.03552 Ry, level_corr = 0.07080 Ry, q*level_corr/E_corr = -1.9934
q=+1: isolated level = -4.05768 Ry, Q = 6.4826 bohr^2, dQ/dq = 1.3476 bohr^2
  L=12 bohr: E_corr = 0.05518 Ry, level_corr = -0.11348 Ry, q*level_corr/E_corr = -2.0564
  L=16 bohr: E_corr = 0.04267 Ry, level_corr = -0.08666 Ry, q*level_corr/E_corr = -2.0308
  L=20 bohr: E_corr = 0.03462 Ry, level_corr = -0.06991 Ry, q*level_corr/E_corr = -2.0195
q=+2: isolated level = -4.39055 Ry, Q = 9.5288 bohr^2, dQ/dq = 1.3212 bohr^2
  L=12 bohr: E_corr = 0.22489 Ry, level_corr = -0.22907 Ry, q*level_corr/E_corr = -2.0371
  L=16 bohr: E_corr = 0.17246 Ry, level_corr = -0.17422 Ry, q*level_corr/E_corr = -2.0204
  L=20 bohr: E_corr = 0.13937 Ry, level_corr = -0.14027 Ry, q*level_corr/E_corr = -2.0130
Largest error of energy formula with 1/L^3 term = 1.0e-06 Ry
Largest error of level formula with 1/L^3 term = 1.9e-06 Ry
Janak, q=+1, L=12 bohr: dE/df = -3.944203 Ry, level = -3.944204 Ry
Dipole lattice: direct and wavevector solutions differ by 4.9e-08
Dipole lattice: bulk eps relaxed = 9.797, clamped = 4.069
  relaxed, q=q0=1: screening factor from cells = 0.1022, from bulk eps = 0.1021 (cells of 3-6 only: 0.1287)
  clamped, q=1,q0=0: screening factor from cells = 0.2458, from bulk eps = 0.2458 (cells of 3-6 only: 0.2494)
  vertical, q=0,q0=1: screening factor from cells = -0.1436, from bulk eps = -0.1437 (cells of 3-6 only: -0.1207)
  relaxed, cell of 5 spacings: departure from 1/L law = -13.08 percent
  relaxed, cell of 10 spacings: departure from 1/L law = -3.09 percent
  relaxed, cell of 20 spacings: departure from 1/L law = -0.60 percent
Example: L = 1.30 nm = 24.566 bohr, eps0 = 10.0, eps_inf = 6.5
  q=-1: E_corr = 0.01155 Ry = 0.1571 eV, level_corr = 0.02310 Ry = 0.3143 eV
  q=+1: E_corr = 0.01155 Ry = 0.1571 eV, level_corr = -0.02310 Ry = -0.3143 eV
  q=+2: E_corr = 0.04620 Ry = 0.6286 eV, level_corr = -0.04620 Ry = -0.6286 eV
  q=+1, clamped ions: E_corr = 0.2418 eV, level_corr = -0.4835 eV
  neutral state, ions frozen from q0=+1: level_corr = 0.1692 eV
  rms radius: charge = 0.25 nm, orbital = 0.20 nm
  finite extent, change of E_corr = -8.58 meV
  shape mismatch, level_corr + 2 E_corr/q = -3.09 meV
  overlap model: mass = 0.4 m_e, depth = 1.0 eV, well width = 0.106 nm
  overlap shift of the periodic level at Gamma = -93.1 meV
```
